**Second-order Görling–Levy energy and the high-density limit**

For a nondegenerate Kohn–Sham ground state, with the smoothness conditions stated in the text, $E_c[n_\gamma]\to E_{GL2}[n]$ as $\gamma\to\infty$, and $W_\lambda$ has initial slope $2E_{GL2}$. Here $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$, and $W_\lambda$ is the electron repulsion minus the Hartree energy at coupling $\lambda$ and fixed density $n$. For two Coulomb electrons with a Gaussian density, the program asserts that shell strengths from Coulomb integrals agree with the centre-of-mass formula, and that the closed form agrees with its series. It also asserts that directly computed $E_c[n_\gamma]$ approaches the GL2 energy of the same finite basis, and that the value at $\gamma=2$ agrees with the coupling integral. The output gives −0.048646 hartree for GL2 in that basis and −0.049703 hartree for a complete basis. The Coulomb calculation fixes five density moments, not the whole density, and prints the remaining density error at $\gamma=1$. For three spinless fermions on six sites, the program fixes every site density and asserts the first-order potential, the slope and the quadratic law in a case where single excitations contribute.

## Verification by program

```python
"""Result under test: for a nondegenerate Kohn-Sham ground state,
  E_c[n_gamma] -> E_GL2[n] as gamma -> infinity, and dW/dlambda at 0 = 2 E_GL2,
  E_GL2 = - sum_k |<k| V - sum_i v_Hx(r_i) |0>|^2 / (E_k - E_0).
n_gamma(r) = gamma^3 n(gamma r); V is the electron repulsion, lambda its
strength at fixed density n; W = <V> - Hartree energy; v_Hx = dE_Hx/dn.
Systems: two Coulomb electrons with a Gaussian density (hartree units), and
three spinless fermions on six sites (hopping units), where singles survive.
The Coulomb calculation uses a finite basis and fixes five density moments."""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.special import erf, eval_genlaguerre, eval_legendre


def fixed_density_state(h0, repulsion, lam, ops, target):
    """Maximise E[b] - b.target over local potentials sum_k b_k ops_k."""
    b = np.zeros(len(ops))

    def solve(coef):
        e, u = eigh(h0 + lam * repulsion + np.tensordot(coef, ops, 1))
        return e, u, e[0] - coef @ target

    e, u, value = solve(b)
    for _ in range(60):
        elements = (ops @ u[:, 0]) @ u
        gradient = elements[:, 0] - target
        if np.max(np.abs(gradient)) < 1e-10 * np.max(np.abs(target)):
            return value, u[:, 0], b
        hessian = 2 * (elements[:, 1:] / (e[0] - e[1:])) @ elements[:, 1:].T
        step = -np.linalg.solve(hessian, gradient)
        t = 1.0
        while True:
            trial = solve(b + t * step)
            if trial[2] >= value - 1e-12 * np.max(np.abs(e)) or t < 1e-6:
                break
            t *= 0.5
        b = b + t * step
        e, u, value = trial
    raise AssertionError("density constraint not reached")


# ---------- two Coulomb electrons, oscillator basis, total L = 0 singlet ------
NR, LMAX, NGRID = 8, 5, 140
node, weight = np.polynomial.legendre.leggauss(NGRID)
leg = np.array([eval_legendre(m, node) for m in range(NGRID + 1)])
primitive = np.zeros((NGRID, NGRID))      # integrals of Legendre polynomials
primitive[0] = node + 1
for m in range(1, NGRID):
    primitive[m] = (leg[m + 1] - leg[m - 1]) / (2 * m + 1)
half = (2 * np.arange(NGRID) + 1) / 2
cumulative = primitive.T @ (half[:, None] * leg[:NGRID] * weight)

pairs = [(a, b) for a in range(NR) for b in range(a, NR)]
sym = np.zeros((NR * NR, len(pairs)))     # symmetric pair functions
for col, (a, b) in enumerate(pairs):
    sym[a * NR + b, col] += 1.0
    sym[b * NR + a, col] += 1.0
sym /= np.linalg.norm(sym, axis=0)
labels = [(l, a, b) for l in range(LMAX + 1) for a, b in pairs]
shell = np.array([l + a + b for l, a, b in labels])
is_single = np.array([l == 0 and a == 0 and b > 0 for l, a, b in labels])
is_double = ~is_single
is_double[0] = False


def pair_model(omega):
    """Matrices for the Gaussian density with orbital exp(-omega r^2/2)."""
    length = 10 / np.sqrt(omega)
    r = length * (node + 1) / 2
    w = weight * length / 2
    cum = cumulative * length / 2
    x = omega * r * r
    orb = []
    for l in range(LMAX + 1):
        u = np.array([(np.sqrt(omega) * r) ** (l + 1) * np.exp(-x / 2)
                      * eval_genlaguerre(n, l + 0.5, x) for n in range(NR)])
        orb.append(u / np.sqrt((u * u) @ w)[:, None])
    size = len(pairs)
    rep = np.zeros((len(labels), len(labels)))
    for l in range(LMAX + 1):
        for q in range(l, LMAX + 1):
            f = (orb[l][:, None, :] * orb[q][None, :, :]).reshape(NR * NR, NGRID)
            block = np.zeros((NR * NR, NR * NR))
            for k in range(q - l, q + l + 1, 2):
                angular = 0.5 * np.sum(weight * leg[l] * leg[k] * leg[q])
                inner = (f * r ** k) @ cum.T
                part = (f * w / r ** (k + 1)) @ inner.T
                block += angular * (part + part.T)
            block = block.reshape(NR, NR, NR, NR).transpose(0, 2, 1, 3)
            block = block.reshape(NR * NR, NR * NR)
            block = np.sqrt((2 * l + 1) * (2 * q + 1)) * sym.T @ block @ sym
            rep[l * size:(l + 1) * size, q * size:(q + 1) * size] = block
            rep[q * size:(q + 1) * size, l * size:(l + 1) * size] = block.T
    functions = [omega * x, erf(np.sqrt(omega) * r) / r]
    functions += [omega * np.exp(-a * x) for a in (0.5, 1.5, 5.0)]
    ops = np.zeros((len(functions), len(labels), len(labels)))
    eye = np.eye(NR)
    for i, func in enumerate(functions):
        for l in range(LMAX + 1):
            one = (orb[l] * w * func) @ orb[l].T
            s = slice(l * size, (l + 1) * size)
            ops[i, s, s] = sym.T @ (np.kron(one, eye) + np.kron(eye, one)) @ sym
    h0 = np.diag(omega * (2.0 * shell + 3))
    return h0, rep, ops, ops[:, 0, 0].copy(), orb, w


def correlation(model, lam):
    h0, rep, ops, target = model[:4]
    value, psi, _ = fixed_density_state(h0, rep, lam, ops, target)
    return value - h0[0, 0] - lam * rep[0, 0], psi @ rep @ psi, psi


base = pair_model(1.0)
h0, rep, ops, target, orb, wr = base
e_hx = rep[0, 0]
assert abs(e_hx - np.sqrt(2 / np.pi)) < 1e-9
# Half the Hartree potential cancels every single excitation.
assert np.max(np.abs(rep[0, is_single] - ops[1, 0, is_single])) < 1e-9

# Shell strengths: Coulomb integrals against the centre-of-mass result.
n = np.arange(1, 200001)
c = np.cumprod((n - 0.5) ** 2 / (n * (n + 0.5)))
strength = []
for k in range(1, 6):
    total_k = np.sum(rep[0, shell == k] ** 2)
    single_k = np.sum(rep[0, (shell == k) & is_single] ** 2)
    assert abs(total_k - 2 / np.pi * c[k - 1]) < 1e-9
    assert abs(single_k - 2 / np.pi * c[k - 1] * 2 * 0.25 ** k) < 1e-9
    strength.append((total_k, single_k))

log_term = np.log(1 + np.sqrt(3) / 2)
e2_total = -2 / np.pi * (1 + np.log(2) - np.pi / 2)
e2_single = -4 / np.pi * (1 + np.log(2) - np.pi / 3 - log_term)
gl2 = -2 / np.pi * (np.pi / 6 - 1 - np.log(2) + 2 * log_term)
assert abs(e2_total + np.sum(c / n) / np.pi) < 1e-8
assert abs(e2_single + np.sum(2 * 0.25 ** n * c / n) / np.pi) < 1e-10
assert abs(gl2 - e2_total + e2_single) < 1e-12
gl2_basis = -np.sum(rep[0, is_double] ** 2 / (2.0 * shell[is_double]))
assert gl2 < gl2_basis < 0.9 * gl2

# Direct correlation energies of the scaled density at full repulsion.
gammas = [1, 2, 4, 8, 16, 32, 64]
ec = {}
for gamma in gammas:
    model = base if gamma == 1 else pair_model(float(gamma ** 2))
    ec[gamma], _, state = correlation(model, 1.0)
    if gamma == 1:
        psi_full = state
extrapolated = 2 * ec[64] - ec[32]
assert abs(extrapolated - gl2_basis) < 5e-6
errors = [abs(ec[g] - gl2_basis) for g in gammas]
assert all(later < earlier for earlier, later in zip(errors, errors[1:]))

# Density left unmatched by the five moment conditions at full repulsion.
radial = np.zeros(NGRID)
for l in range(LMAX + 1):
    amp = (sym @ psi_full[l * len(pairs):(l + 1) * len(pairs)]).reshape(NR, NR)
    radial += 2 * np.sum(orb[l] * ((amp @ amp.T) @ orb[l]), axis=0)
density_error = np.sum(wr * np.abs(radial - 2 * orb[0][0] ** 2))
assert density_error < 5e-3

# Coupling integration at the unscaled density against the scaled calculation.
z, wz = np.polynomial.legendre.leggauss(6)
integral = sum(0.25 * wi * (correlation(base, 0.25 * (zi + 1))[1] - e_hx)
               for zi, wi in zip(z, wz))
ec2_integrated = 4 * integral
assert abs(ec2_integrated - ec[2]) < 1e-7

step = 0.02
v1 = correlation(base, step)[1]
v2 = correlation(base, 2 * step)[1]
slope = (4 * v1 - v2 - 3 * e_hx) / (2 * step)
assert abs(slope - 2 * gl2_basis) < 2e-5
w_table = [(0.0, -e_hx)]
w_table += [(q, correlation(base, q)[1] - 2 * e_hx) for q in (0.25, 0.5, 0.75, 1.0)]
assert all(b[1] < a[1] for a, b in zip(w_table, w_table[1:]))

# ---------- three spinless fermions on six sites -----------------------------
M, N = 6, 3
site_v = np.array([0.0, 0.6, -0.4, 0.3, -0.7, 0.5])
u_int = np.array([[0.0 if i == j else 1.0 / abs(i - j) for j in range(M)]
                  for i in range(M)])
states = list(combinations(range(M), N))
index = {s: i for i, s in enumerate(states)}
number = np.array([np.diag([float(i in s) for s in states]) for i in range(M)])
kinetic = np.zeros((len(states), len(states)))
for s in states:
    for i in s:
        if i + 1 < M and i + 1 not in s:
            moved = tuple(sorted((set(s) - {i}) | {i + 1}))
            kinetic[index[s], index[moved]] = -1.0
            kinetic[index[moved], index[s]] = -1.0
lat_rep = np.diag([sum(u_int[i, j] for i, j in combinations(s, 2)) for s in states])


def ks_ground(v):
    e, u = eigh(kinetic + np.tensordot(v, number, 1))
    phi = u[:, 0]
    dens = np.array([phi @ op @ phi for op in number])
    return e, u, dens, phi @ lat_rep @ phi


lat_e, lat_u, lat_n, lat_hx = ks_ground(site_v)
lat_gap = lat_e[1] - lat_e[0]
assert lat_gap > 0.05
# v_Hx from finite changes of density and energy, zero on the last site.
dn = np.zeros((M - 1, M - 1))
de = np.zeros(M - 1)
for j in range(M - 1):
    shift = np.zeros(M)
    shift[j] = 1e-4
    plus, minus = ks_ground(site_v + shift), ks_ground(site_v - shift)
    dn[j] = (plus[2] - minus[2])[:M - 1] / 2e-4
    de[j] = (plus[3] - minus[3]) / 2e-4
v_hx = np.append(np.linalg.solve(dn, de), 0.0)
perturb = lat_u.T @ (lat_rep - np.tensordot(v_hx, number, 1)) @ lat_u[:, 0]
lat_gl2 = -np.sum(perturb[1:] ** 2 / (lat_e[1:] - lat_e[0]))

# Orbital expression with separate singles and doubles.
hop = -np.eye(M, k=1) - np.eye(M, k=-1)
eps, orbital = eigh(hop + np.diag(site_v))
g = np.einsum('ip,jq,ij,ir,js->pqrs', orbital, orbital, u_int, orbital, orbital,
              optimize=True)
anti = g - g.transpose(0, 1, 3, 2)
local = orbital.T @ np.diag(v_hx) @ orbital
singles = doubles = 0.0
for i in range(N):
    for a in range(N, M):
        element = sum(anti[a, j, i, j] for j in range(N)) - local[a, i]
        singles -= element ** 2 / (eps[a] - eps[i])
for i, j in combinations(range(N), 2):
    for a, b in combinations(range(N, M), 2):
        doubles -= anti[i, j, a, b] ** 2 / (eps[a] + eps[b] - eps[i] - eps[j])
assert abs(singles + doubles - lat_gl2) < 1e-8

h = 0.001
lat_h0 = kinetic + np.tensordot(site_v, number, 1)
results = []
for lam in (h, -h):
    val, psi, b = fixed_density_state(lat_h0, lat_rep, lam, number[:M - 1],
                                      lat_n[:M - 1])
    results.append((val - lat_e[0] - lam * lat_hx, psi @ lat_rep @ psi, b))
lat_slope = (results[0][1] - results[1][1]) / (2 * h)
lat_quadratic = (results[0][0] + results[1][0]) / (2 * h * h)
lat_v1 = -(results[0][2] - results[1][2]) / (2 * h)
v1_error = np.max(np.abs(lat_v1 - v_hx[:M - 1]))
assert abs(lat_slope - 2 * lat_gl2) < 1e-6
assert abs(lat_quadratic - lat_gl2) < 1e-6
assert v1_error < 1e-4
assert abs(singles) > 5e-6                # the singles are visible in the tests

# ---------- printed numbers --------------------------------------------------
ev = constants.physical_constants['Hartree energy in eV'][0]
print("TWO COULOMB ELECTRONS, GAUSSIAN DENSITY, omega = 1 hartree at gamma = 1")
print(f"Basis: {NR} radial functions per l, l = 0 to {LMAX}, {len(labels)} pair states")
print(f"E_Hx = -E_x at gamma = 1: {e_hx:.6f} hartree")
for k, (tot, sin) in enumerate(strength, 1):
    print(f"Shell {k}: total strength {tot:.6f}, singles {sin:.6f} hartree^2")
print(f"Second order without v_Hx, total: {e2_total:.6f} hartree")
print(f"Singles part removed by v_Hx: {e2_single:.6f} hartree")
print(f"E_GL2, closed form, complete basis: {gl2:.6f} hartree")
print(f"E_GL2, closed form, complete basis: {gl2 * ev:.4f} eV")
print(f"E_GL2 in the finite basis: {gl2_basis:.6f} hartree")
print(f"Share of complete-basis E_GL2: {100 * gl2_basis / gl2:.2f} percent")
for gamma in gammas:
    print(f"gamma = {gamma:2d}: finite-basis E_c[n_gamma] = {ec[gamma]:.6f} hartree, "
          f"gamma*(E_c - E_GL2) = {gamma * (ec[gamma] - gl2_basis):.5f} hartree")
print(f"Extrapolation 2 E_c(64) - E_c(32): {extrapolated:.6f} hartree")
print(f"E_c at gamma = 2 from coupling integral: {ec2_integrated:.6f} hartree")
print(f"Integrated absolute density error, gamma = 1: {density_error:.2e} electrons")
for lam, value in w_table:
    print(f"W at lambda = {lam:.2f}: {value:.6f} hartree")
print(f"Initial slope of W, finite difference: {slope:.6f} hartree")
print(f"2 E_GL2 in the same basis: {2 * gl2_basis:.6f} hartree")
print("THREE SPINLESS FERMIONS ON SIX SITES, repulsion 1/|i-j|, hopping 1")
print("Site potentials v_s:", np.array2string(site_v, precision=1), "hopping units")
print("Site densities:", np.array2string(lat_n, precision=4), "particles")
print(f"Kohn-Sham many-particle gap: {lat_gap:.6f} hopping units")
print("v_Hx, last site zero:", np.array2string(v_hx, precision=5), "hopping units")
print(f"Largest difference of v_1 and v_Hx: {v1_error:.1e} hopping units")
print(f"GL2 singles: {singles:.7f} hopping units")
print(f"GL2 doubles: {doubles:.7f} hopping units")
print(f"GL2 total: {lat_gl2:.7f} hopping units")
print(f"Initial slope of W: {lat_slope:.7f} hopping units")
print(f"E_c^lambda/lambda^2, mean at +/-{h}: {lat_quadratic:.7f} hopping units")
print("OK")
```

Running it gives:

```
TWO COULOMB ELECTRONS, GAUSSIAN DENSITY, omega = 1 hartree at gamma = 1
Basis: 8 radial functions per l, l = 0 to 5, 216 pair states
E_Hx = -E_x at gamma = 1: 0.797885 hartree
Shell 1: total strength 0.106103, singles 0.053052 hartree^2
Shell 2: total strength 0.047746, singles 0.005968 hartree^2
Shell 3: total strength 0.028421, singles 0.000888 hartree^2
Shell 4: total strength 0.019342, singles 0.000151 hartree^2
Shell 5: total strength 0.014243, singles 0.000028 hartree^2
Second order without v_Hx, total: -0.077891 hartree
Singles part removed by v_Hx: -0.028188 hartree
E_GL2, closed form, complete basis: -0.049703 hartree
E_GL2, closed form, complete basis: -1.3525 eV
E_GL2 in the finite basis: -0.048646 hartree
Share of complete-basis E_GL2: 97.87 percent
gamma =  1: finite-basis E_c[n_gamma] = -0.040815 hartree, gamma*(E_c - E_GL2) = 0.00783 hartree
gamma =  2: finite-basis E_c[n_gamma] = -0.044417 hartree, gamma*(E_c - E_GL2) = 0.00846 hartree
gamma =  4: finite-basis E_c[n_gamma] = -0.046446 hartree, gamma*(E_c - E_GL2) = 0.00880 hartree
gamma =  8: finite-basis E_c[n_gamma] = -0.047524 hartree, gamma*(E_c - E_GL2) = 0.00898 hartree
gamma = 16: finite-basis E_c[n_gamma] = -0.048079 hartree, gamma*(E_c - E_GL2) = 0.00907 hartree
gamma = 32: finite-basis E_c[n_gamma] = -0.048361 hartree, gamma*(E_c - E_GL2) = 0.00911 hartree
gamma = 64: finite-basis E_c[n_gamma] = -0.048503 hartree, gamma*(E_c - E_GL2) = 0.00913 hartree
Extrapolation 2 E_c(64) - E_c(32): -0.048645 hartree
E_c at gamma = 2 from coupling integral: -0.044417 hartree
Integrated absolute density error, gamma = 1: 8.64e-05 electrons
W at lambda = 0.00: -0.797885 hartree
W at lambda = 0.25: -0.820579 hartree
W at lambda = 0.50: -0.840353 hartree
W at lambda = 0.75: -0.857654 hartree
W at lambda = 1.00: -0.872868 hartree
Initial slope of W, finite difference: -0.097286 hartree
2 E_GL2 in the same basis: -0.097291 hartree
THREE SPINLESS FERMIONS ON SIX SITES, repulsion 1/|i-j|, hopping 1
Site potentials v_s: [ 0.   0.6 -0.4  0.3 -0.7  0.5] hopping units
Site densities: [0.6822 0.3678 0.6889 0.3369 0.7124 0.2118] particles
Kohn-Sham many-particle gap: 1.070301 hopping units
v_Hx, last site zero: [0.10714 0.62036 0.54464 0.73566 0.27888 0.     ] hopping units
Largest difference of v_1 and v_Hx: 6.7e-09 hopping units
GL2 singles: -0.0035209 hopping units
GL2 doubles: -0.0042221 hopping units
GL2 total: -0.0077430 hopping units
Initial slope of W: -0.0154860 hopping units
E_c^lambda/lambda^2, mean at +/-0.001: -0.0077430 hopping units
OK
```
